# Trimer binding energy from two island-density Arrhenius slopes: a program that tests the result

```python
# RESULT UNDER TEST
# Two-dimensional islands, complete condensation, critical size i:
#   slope s_i = d ln N / d(1/kT) = (i*E_d + E_i)/(i + 2),  E_1 = 0,
# hence E_d = 3*s_1 and E_3 = 5*s_3 - 9*s_1 (0.60 eV for 0.15 and 0.39 eV).
# N: islands per site; E_d: adatom diffusion barrier (eV);
# E_i: energy to split the critical cluster into i adatoms (eV);
# sigma: capture number; ratio = D/F with D in site areas per second and
# F in monolayers per second; beta = 1/kT in 1/eV.
# The test integrates cluster kinetics with detailed-balance detachment,
# assuming neither cluster equilibrium nor a steady adatom density.
import numpy as np
from collections import Counter
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import k0, k1

KB = physical_constants["Boltzmann constant in eV/K"][0]
ATTEMPT = 1.0e13       # total hop attempt frequency, 1/s
SIGMA = 4.0            # constant capture number
COVERAGE = 0.1         # monolayers
FLUX = 0.01            # monolayers per second
SPACING_NM = 0.25      # rough site spacing of Ni(100), nm
NEIGHBOURS = ((1, 0), (-1, 0), (0, 1), (0, -1))


def enumerate_clusters(largest):
    """Count square-lattice clusters per site by size and bond number."""
    shapes = {frozenset([(0, 0)])}
    counts = {1: Counter({0: 1})}
    for size in range(2, largest + 1):
        grown = set()
        for shape in shapes:
            for x, y in shape:
                for dx, dy in NEIGHBOURS:
                    site = (x + dx, y + dy)
                    if site not in shape:
                        new = list(shape) + [site]
                        x0 = min(p[0] for p in new)
                        y0 = min(p[1] for p in new)
                        grown.add(frozenset((p[0] - x0, p[1] - y0)
                                            for p in new))
        shapes = grown
        counts[size] = Counter(
            sum(((x + 1, y) in s) + ((x, y + 1) in s) for x, y in s)
            for s in shapes)
    return counts


CLUSTERS = enumerate_clusters(8)
MAX_BONDS = {s: max(c) for s, c in CLUSTERS.items()}


def partition(size, beta, bond):
    return sum(g * np.exp(beta * bond * b)
               for b, g in CLUSTERS[size].items())


def diffusion(temperature, barrier):
    return 0.25 * ATTEMPT * np.exp(-barrier / (KB * temperature))


def kinetics(temperature, flux, largest, barrier, bond):
    """Return densities of sizes 1..largest, then of all larger islands.

    Clusters up to 'largest' can lose atoms; larger islands cannot.
    """
    beta = 1 / (KB * temperature)
    ratio = diffusion(temperature, barrier) / flux
    weights = np.array([partition(s, beta, bond)
                        for s in range(1, largest + 1)])
    detach = ratio * SIGMA * weights[:-1] / weights[1:]
    attach = ratio * SIGMA
    n = largest + 1
    change = np.zeros((n, n))
    for k in range(n):
        change[0, k] -= 1
        if k < largest:
            change[k, k] -= 1
            change[k + 1, k] += 1
    source = np.zeros(n)
    source[0] = 1
    rows = np.arange(largest - 1)

    def rhs(theta, y):
        rates = attach * y[0] * y
        rates[:largest - 1] -= detach * y[1:largest]
        return source + change @ rates

    def jacobian(theta, y):
        grad = np.eye(n) * attach * y[0]
        grad[:, 0] += attach * y
        grad[rows, rows + 1] -= detach
        return change @ grad

    sol = solve_ivp(rhs, (0, COVERAGE), np.zeros(n), method="BDF",
                    jac=jacobian, rtol=1e-7, atol=1e-22,
                    t_eval=[COVERAGE])
    assert sol.success
    return sol.y[:, -1]


def scaling_density(temperature, flux, i, barrier, bond):
    beta = 1 / (KB * temperature)
    ratio = diffusion(temperature, barrier) / flux
    return ((i + 2) * COVERAGE * partition(i, beta, bond)
            / (SIGMA * ratio) ** i) ** (1 / (i + 2))


def slope(density_a, density_b, temp_a, temp_b):
    return (np.log(density_a / density_b)
            / (1 / (KB * temp_a) - 1 / (KB * temp_b)))


# Deduction from the two given slopes
s1, s3 = 0.15, 0.39
e_diff = 3 * s1
e_trimer = 5 * s3 - 3 * e_diff
e_bond = e_trimer / MAX_BONDS[3]
print(f"Given slopes, i=1 and i=3: {s1:.2f}, {s3:.2f} eV")
print(f"Diffusion barrier E_d: {e_diff:.2f} eV")
print(f"Trimer binding energy E_3: {e_trimer:.2f} eV")
print(f"Energy per bond, square lattice: {e_bond:.2f} eV")
print(f"Energy if the second regime had i=2: {4*s3-2*e_diff:.2f} eV")
print(f"E_3 error for independent 0.01 eV slope errors: "
      f"{0.01*np.hypot(5, 9):.2f} eV")

# Every trimer has two bonds; the tetramer is the first closed cluster
assert set(CLUSTERS[3]) == {2}
assert MAX_BONDS[4] - MAX_BONDS[3] > MAX_BONDS[3] - MAX_BONDS[2]
print("Most bonds for sizes 2, 3, 4, 5:",
      *[MAX_BONDS[s] for s in (2, 3, 4, 5)])
print("Shapes per site, sizes 2 and 3:",
      *[sum(CLUSTERS[s].values()) for s in (2, 3)])

# Low-flux limit: kinetics against scaling law, for two energy sets
cold, hot, low_flux = 560.0, 640.0, 1.0e-5
print(f"Limit test: {cold:.0f} and {hot:.0f} K, flux {low_flux:.0e} ML/s")
for barrier, bond in ((e_diff, e_bond), (0.55, 0.25)):
    found = {}
    for i in (1, 3):
        dens = [kinetics(t, low_flux, i, barrier, bond)[-1]
                for t in (cold, hot)]
        for t, d in zip((cold, hot), dens):
            formula = scaling_density(t, low_flux, i, barrier, bond)
            assert abs(d / formula - 1) < 0.02
        found[i] = slope(*dens, cold, hot)
        expected = (i * barrier + MAX_BONDS[i] * bond) / (i + 2)
        assert abs(found[i] - expected) < 0.002
        double = kinetics(cold, 2 * low_flux, i, barrier, bond)[-1]
        exponent = np.log(double / dens[0]) / np.log(2)
        assert abs(exponent - i / (i + 2)) < 0.005
        print(f" E_d={barrier:.2f} eV, i={i}: slope {found[i]:.4f} eV, "
              f"flux exponent {exponent:.4f}")
    recovered = 5 * found[3] - 9 * found[1]
    assert abs(recovered - 2 * bond) < 0.01
    print(f" trimer energy put in {2*bond:.2f}, "
          f"recovered {recovered:.3f} eV")

# Worked example on a square surface with Ni(100) geometry
print(f"Example: flux {FLUX} ML/s, coverage {COVERAGE} ML, "
      f"spacing {SPACING_NM} nm")
print(f"Attempt frequency {ATTEMPT:.0e} 1/s, capture number {SIGMA:.0f}")
crossover = brentq(lambda t: np.log(
    scaling_density(t, FLUX, 3, e_diff, e_bond)
    / scaling_density(t, FLUX, 1, e_diff, e_bond)), 200, 500)
print(f"Crossing of the two scaling laws: {crossover:.0f} K")

temps = np.arange(250.0, 451.0, 20.0)
full = {t: kinetics(t, FLUX, 8, e_diff, e_bond)[1:].sum() for t in temps}
for t, i in ((270.0, 1), (390.0, 3)):
    ideal = scaling_density(t, FLUX, i, e_diff, e_bond)
    print(f"{t:.0f} K, i={i}: D/F = {diffusion(t, e_diff)/FLUX:.2e}")
    print(f" islands per site: law {ideal:.2e}, full model {full[t]:.2e}")
    print(f" island density, law: {ideal/(SPACING_NM*1e-7)**2:.2e} cm^-2")
    print(f" island spacing, law: {SPACING_NM/np.sqrt(ideal):.1f} nm")
    double = kinetics(t, 2 * FLUX, 8, e_diff, e_bond)[1:].sum()
    print(f" full-model flux exponent: {np.log(double/full[t])/np.log(2):.3f}")

print("Full model (atoms detach from sizes 2 to 8), local slopes:")
local = {}
for a, b in zip(temps[:-1], temps[1:]):
    local[a] = slope(full[a], full[b], a, b)
    print(f" {a:.0f}-{b:.0f} K: {local[a]:.3f} eV")
assert local[370.0] > 2 * local[250.0]
apparent = 5 * local[370.0] - 9 * local[250.0]
print(f"Apparent E_3 from 250-270 and 370-390 K: {apparent:.2f} eV")


# Estimate of density-dependent capture by a diffusion-field model
def capture(x):
    return 2 * np.pi * x * k1(x) / k0(x)


sigma_island = brentq(
    lambda s: s - capture(np.sqrt(COVERAGE * s / np.pi)), 0.5, 50)


def density_with_capture(temperature, i):
    base = scaling_density(temperature, FLUX, i, e_diff, e_bond)
    density = base
    for _ in range(80):
        x = np.sqrt(i / np.pi * sigma_island * density)
        factor = capture(x) * SIGMA ** i / sigma_island ** (i + 1)
        density = base * factor ** (1 / (i + 2))
    return density


varied = {}
for i, a, b in ((1, 250.0, 270.0), (3, 370.0, 390.0)):
    varied[i] = slope(density_with_capture(a, i),
                      density_with_capture(b, i), a, b)
    print(f"Slope with variable capture, i={i}: {varied[i]:.3f} eV")
print(f"Apparent E_3 with variable capture only: "
      f"{5*varied[3]-9*varied[1]:.2f} eV")

# Conditions for complete condensation and for immobile dimers
capture_rate = SIGMA * diffusion(390.0, e_diff) * full[390.0]
needed = KB * 390 * np.log(100 * ATTEMPT / capture_rate)
print(f"Adatom capture rate at 390 K: {capture_rate:.2e} 1/s")
print(f"Adsorption energy for under 1% loss at 390 K: {needed:.2f} eV")
dimer_barrier = KB * 270 * np.log(ATTEMPT * full[270.0] / FLUX)
print(f"Dimer barrier for under one hop before growth, 270 K: "
      f"{dimer_barrier:.2f} eV")
print("no test failed")
```

Printed output:

```
Given slopes, i=1 and i=3: 0.15, 0.39 eV
Diffusion barrier E_d: 0.45 eV
Trimer binding energy E_3: 0.60 eV
Energy per bond, square lattice: 0.30 eV
Energy if the second regime had i=2: 0.66 eV
E_3 error for independent 0.01 eV slope errors: 0.10 eV
Most bonds for sizes 2, 3, 4, 5: 1 2 4 5
Shapes per site, sizes 2 and 3: 2 6
Limit test: 560 and 640 K, flux 1e-05 ML/s
 E_d=0.45 eV, i=1: slope 0.1500 eV, flux exponent 0.3333
 E_d=0.45 eV, i=3: slope 0.3900 eV, flux exponent 0.6000
 trimer energy put in 0.60, recovered 0.600 eV
 E_d=0.55 eV, i=1: slope 0.1833 eV, flux exponent 0.3332
 E_d=0.55 eV, i=3: slope 0.4300 eV, flux exponent 0.6000
 trimer energy put in 0.50, recovered 0.500 eV
Example: flux 0.01 ML/s, coverage 0.1 ML, spacing 0.25 nm
Attempt frequency 1e+13 1/s, capture number 4
Crossing of the two scaling laws: 324 K
270 K, i=1: D/F = 9.96e+05
 islands per site: law 4.22e-03, full model 3.99e-03
 island density, law: 6.76e+12 cm^-2
 island spacing, law: 3.8 nm
 full-model flux exponent: 0.317
390 K, i=3: D/F = 3.83e+08
 islands per site: law 1.37e-04, full model 1.31e-04
 island density, law: 2.18e+11 cm^-2
 island spacing, law: 21.4 nm
 full-model flux exponent: 0.592
Full model (atoms detach from sizes 2 to 8), local slopes:
 250-270 K: 0.142 eV
 270-290 K: 0.152 eV
 290-310 K: 0.185 eV
 310-330 K: 0.256 eV
 330-350 K: 0.323 eV
 350-370 K: 0.359 eV
 370-390 K: 0.380 eV
 390-410 K: 0.405 eV
 410-430 K: 0.456 eV
 430-450 K: 0.522 eV
Apparent E_3 from 250-270 and 370-390 K: 0.63 eV
Slope with variable capture, i=1: 0.159 eV
Slope with variable capture, i=3: 0.400 eV
Apparent E_3 with variable capture only: 0.57 eV
Adatom capture rate at 390 K: 2.01e+03 1/s
Adsorption energy for under 1% loss at 390 K: 0.91 eV
Dimer barrier for under one hop before growth, 270 K: 0.68 eV
no test failed
```
